**Steady dishing of copper lines under a rough elastic pad**

For Preston ratio $S=K_m/K_d$, asperity decay length $\lambda$, pitch $L$, metal density $\phi$ and pad plane-strain modulus $E^*$, the steady centre-to-centre dishing is $\lambda\ln S+\dfrac{2(p_d-p_m)L}{\pi^2E^*}[\mathrm{Cl}_2(\pi\phi)+\mathrm{Cl}_2(\pi-\pi\phi)]$. Here $p_m$ and $p_d$ are the steady pressures on metal and dielectric, and $\mathrm{Cl}_2$ is the Clausen function. The program solves the elasticity equations symbolically and asserts the surface response to a sinusoidal pressure. It asserts the exponential pressure law by explicit sums over asperities, and the steady depths for linear and power-law pads by time evolution. It also evolves whole surface profiles from rough starts, for $S$ above and below one, and asserts that their final depth and uniform removal velocity agree with the formulas. Further assertions cover the narrow-line limit, the approach to steady dishing and its relaxation time. For the copper example the output gives 70.93 nm from both the formula and the evolved profile, of which 1.62 nm comes from the pad's bulk. After 60 s the asperity model gives 27.0 nm from a flat start and 117.7 nm from a 150 nm recess, so the steady state has not yet been reached.

## Program and output

```python
"""Steady dishing of metal lines in a dielectric during polishing.

Result under test, for Preston removal (velocity = K * pressure * speed):
  p_metal = P / (f + (1-f) S),  p_diel = S p_metal,  S = K_metal / K_diel
  dishing = lam ln S
          + 2 (p_diel-p_metal) L / (pi^2 Estar) * [Cl2(pi f) + Cl2(pi-pi f)]
P: mean pressure; f: metal area fraction; L: pitch; lam: decay length of
the pad asperity heights; Estar = E/(1-nu^2) of the pad bulk;
Cl2: Clausen function, sum of sin(n x)/n^2.
Dishing is dielectric-centre height minus metal-centre height.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import circulant
from scipy.optimize import brentq


def steady_pressures(ratio, density):
    """Metal and dielectric pressures divided by the mean pressure."""
    metal = 1.0 / (density + (1.0 - density) * ratio)
    return metal, ratio * metal


def clausen(angle):
    return float(mp.clsin(2, angle))


def bulk_dishing(ratio, density, scale):
    """Bulk elastic part; scale = P L / Estar sets the length unit."""
    pm, pd = steady_pressures(ratio, density)
    shape = clausen(np.pi * density) + clausen(np.pi * (1.0 - density))
    return 2.0 * (pd - pm) * scale * shape / np.pi**2


# --- Elastic half-space under a sinusoidal pressure, solved symbolically ---
x, y, q, young, load = sp.symbols("x y q E p", positive=True)
nu = sp.symbols("nu", positive=True)
a, b, c, d = sp.symbols("a b c d")
ux = (a + b * y) * sp.exp(-q * y) * sp.sin(q * x)
uy = (c + d * y) * sp.exp(-q * y) * sp.cos(q * x)
balance_x = (2 * (1 - nu) * sp.diff(ux, x, 2)
             + (1 - 2 * nu) * sp.diff(ux, y, 2) + sp.diff(uy, x, y))
balance_y = (2 * (1 - nu) * sp.diff(uy, y, 2)
             + (1 - 2 * nu) * sp.diff(uy, x, 2) + sp.diff(ux, x, y))
poly_x = sp.expand(sp.simplify(balance_x * sp.exp(q * y) / sp.sin(q * x)))
poly_y = sp.expand(sp.simplify(balance_y * sp.exp(q * y) / sp.cos(q * x)))
shear = (sp.diff(ux, y) + sp.diff(uy, x)).subs(y, 0) / sp.sin(q * x)
normal = (young / ((1 + nu) * (1 - 2 * nu))
          * ((1 - nu) * sp.diff(uy, y) + nu * sp.diff(ux, x)))
normal = normal.subs(y, 0) / sp.cos(q * x) + load
conditions = [poly_x.coeff(y, 0), poly_x.coeff(y, 1),
              poly_y.coeff(y, 0), poly_y.coeff(y, 1),
              sp.simplify(shear), sp.simplify(normal)]
solution = sp.solve(conditions, [a, b, c, d], dict=True)[0]
assert sp.simplify(solution[c] - 2 * load * (1 - nu**2) / (young * q)) == 0

# --- Exponential asperity heights give an exponential pressure law ---
count = 1_000_000
heights = -np.log((np.arange(count) + 0.5) / count)  # unit decay length
for power in (1.0, 1.5):
    loads = [np.sum(np.maximum(heights - gap, 0.0)**power)
             for gap in (2.0, 3.0)]
    # finite number of asperities in the tail limits the accuracy
    assert abs(np.log(loads[0] / loads[1]) - 1.0) < 2e-3


# --- Two-level surface evolved under pads with other pressure laws ---
def settle_two_level(power, ratio, density):
    """Pad pressure = overlap**power, mean pressure 1; returns the step."""
    metal = diel = 0.0
    for _ in range(1200):
        def excess(plane):
            return (density * max(metal - plane, 0.0)**power
                    + (1 - density) * max(diel - plane, 0.0)**power - 1.0)
        plane = brentq(excess, min(metal, diel) - 1.1, max(metal, diel),
                       xtol=1e-13)
        p_m = max(metal - plane, 0.0)**power
        p_d = max(diel - plane, 0.0)**power
        metal -= 0.05 * ratio * p_m
        diel -= 0.05 * p_d
    return diel - metal


linear_step = settle_two_level(1.0, 3.0, 0.4)
assert abs(linear_step - (3.0 - 1.0) / (0.4 + 0.6 * 3.0)) < 1e-8
pm_test, pd_test = steady_pressures(3.0, 0.4)
power_step = settle_two_level(1.5, 3.0, 0.4)
assert abs(power_step - (pd_test**(2 / 3) - pm_test**(2 / 3))) < 1e-8


# --- Whole profile evolved with asperities on an elastic bulk ---
def settle_profile(ratio, density, bulk, cells=90):
    """Lengths in decay lengths; bulk = P L / (Estar * decay length).

    Returns centre-to-centre dishing and the local removal velocities
    in units of K_diel * P * speed.
    """
    index = np.arange(cells)
    distance = np.minimum(index, cells - index)
    metal_cells = round(density * cells)
    assert metal_cells % 2 == 1 and cells % 2 == 0
    preston = np.where(distance <= metal_cells // 2, ratio, 1.0)

    def log_kernel(t):
        return -2.0 / np.pi * np.log(abs(2.0 * np.sin(np.pi * t)))
    weights = [2.0 * quad(log_kernel, 0.0, 0.5 / cells)[0]]
    for j in range(1, cells // 2 + 1):
        weights.append(quad(log_kernel, (j - 0.5) / cells,
                            (j + 0.5) / cells)[0])
    flexure = bulk * circulant(np.array(weights)[distance])
    surface = 0.3 * np.random.default_rng(7).standard_normal(cells)
    log_p, plane = np.zeros(cells), 0.0
    step = 0.2 / max(ratio, 1.0)
    jacobian = np.zeros((cells + 1, cells + 1))
    for _ in range(6000):
        for _ in range(60):
            pressure = np.exp(log_p)
            residual = np.append(log_p + flexure @ pressure - surface + plane,
                                 pressure.mean() - 1.0)
            jacobian[:cells, :cells] = np.eye(cells) + flexure * pressure
            jacobian[:cells, cells] = 1.0
            jacobian[cells, :cells] = pressure / cells
            change = np.linalg.solve(jacobian, -residual)
            log_p = log_p + change[:cells]
            plane += change[cells]
            if np.max(np.abs(change)) < 1e-11:
                break
        else:
            raise AssertionError("contact pressure not converged")
        velocity = preston * np.exp(log_p)
        if np.ptp(velocity) < 1e-9 * velocity.mean():
            return surface[cells // 2] - surface[0], velocity
        surface = surface - step * velocity
        surface -= surface.mean()
    raise AssertionError("profile did not become steady")


# --- Example: copper lines in oxide, rough typical barrier-step values ---
nm, um = 1e-9, 1e-6
per_min = constants.minute / nm          # m/s to nm/min
P, speed = 14e3, 1.0                     # Pa, m/s
K_metal, K_diel = 8e-14, 4e-14           # 1/Pa
width, pitch = 70 * um, 100 * um
lam = 100 * nm
E_pad, nu_pad, pad_thickness = 200e6, 0.3, 1.3e-3
S, f = K_metal / K_diel, width / pitch
Estar = E_pad / (1 - nu_pad**2)
pm, pd = (P * v for v in steady_pressures(S, f))
R = P * speed / (f / K_metal + (1 - f) / K_diel)
asperity_part = lam * np.log(S)
bulk_part = bulk_dishing(S, f, P * pitch / Estar)
total = asperity_part + bulk_part

bulk_number = P * pitch / (Estar * lam)
simulated = None
for ratio, density, bulk in ((S, f, bulk_number), (0.5, 0.3, 3.0),
                             (4.0, 0.1, 3.0)):
    depth, velocity = settle_profile(ratio, density, bulk)
    expected = np.log(ratio) + bulk_dishing(ratio, density, bulk)
    assert abs(depth - expected) < 1e-6
    common = 1.0 / (density / ratio + 1.0 - density)
    assert np.max(np.abs(velocity - common)) < 1e-7
    if simulated is None:
        simulated = depth * lam

# Narrow line in a wide field: closed form of the bulk part
small = 1e-3
pm_s, pd_s = steady_pressures(S, small)
narrow = 2 * (pd_s - pm_s) * small / np.pi * (1 + np.log(2 / (np.pi * small)))
assert abs(narrow / bulk_dishing(S, small, 1.0) - 1) < 1e-5


# --- Approach to the steady state, asperity pad only ---
def dishing_after_loss(loss, start):
    return lam * np.log(S - (S - np.exp(start / lam)) * np.exp(-loss / lam))


def time_for_loss(loss, start):
    gained = dishing_after_loss(loss, start) - start
    return loss / R + f * gained / (K_metal * P * speed)


def rates(_, state):
    factor = np.exp(state[0] * nm / lam)
    p_metal = P / (f + (1 - f) * factor)
    metal_rate = K_metal * speed * p_metal / nm
    diel_rate = K_diel * speed * p_metal * factor / nm
    return [metal_rate - diel_rate, diel_rate]


polish_time = 60.0
dished_start = 150 * nm
after_polish = []
for start in (0.0, dished_start):
    loss = brentq(lambda v: time_for_loss(v, start) - polish_time,
                  0.0, 10 * lam, xtol=1e-18)
    h_end = dishing_after_loss(loss, start)
    run = solve_ivp(rates, (0, polish_time), [start / nm, 0.0],
                    rtol=1e-10, atol=1e-10)
    assert abs(run.y[0, -1] - h_end / nm) < 1e-5
    assert abs(run.y[1, -1] - loss / nm) < 1e-5
    after_polish.append((h_end, loss))
loss95 = brentq(lambda v: dishing_after_loss(v, 0.0) - 0.95 * asperity_part,
                0.0, 20 * lam, xtol=1e-18)
time95 = time_for_loss(loss95, 0.0)
# Relaxation time from the slope of the rate equation at the steady state
h_s = asperity_part / nm
slope = (rates(0, [h_s + 1e-3, 0])[0] - rates(0, [h_s - 1e-3, 0])[0]) / 2e-3
assert abs(-1 / slope / (lam / R) - 1) < 1e-5

# --- Sizes of neglected effects ---
etch = 2.0 / per_min


def etched_balance(h):
    p_metal = P / (f + (1 - f) * np.exp(h / lam))
    return (K_metal * speed * p_metal + etch
            - K_diel * speed * p_metal * np.exp(h / lam))


etch_shift = brentq(etched_balance, 0, 5 * lam, xtol=1e-16) - asperity_part
ratio_shift = lam * np.log(1.1)
soft_bulk = bulk_dishing(S, f, P * pitch / (0.5 * Estar))
wide_bulk = bulk_dishing(S, f, P * 10 * pitch / Estar)
qH = 2 * np.pi * pad_thickness / pitch
tip_radius = 50 * um
edge_zone = np.sqrt(2 * tip_radius * asperity_part)
linear_k = (pd - pm) / asperity_part

print(f"Mean pressure: {P/1e3:.1f} kPa")
print(f"Sliding speed: {speed:.1f} m/s")
print(f"Preston coefficient, copper: {K_metal:.1e} 1/Pa")
print(f"Preston coefficient, oxide: {K_diel:.1e} 1/Pa")
print(f"Preston ratio S: {S:.2f} (no unit)")
print(f"Line width: {width/um:.0f} um")
print(f"Pitch: {pitch/um:.0f} um")
print(f"Metal density: {f:.2f} (no unit)")
print(f"Asperity decay length: {lam/nm:.0f} nm")
print(f"Pad Young modulus: {E_pad/1e6:.0f} MPa")
print(f"Pad Poisson ratio: {nu_pad:.2f} (no unit)")
print(f"Pad plane-strain modulus: {Estar/1e6:.1f} MPa")
print(f"Copper rate at mean pressure: {K_metal*P*speed*per_min:.1f} nm/min")
print(f"Oxide rate at mean pressure: {K_diel*P*speed*per_min:.1f} nm/min")
print(f"Steady pressure on copper: {pm/1e3:.2f} kPa")
print(f"Steady pressure on oxide: {pd/1e3:.2f} kPa")
print(f"Common steady velocity: {R*per_min:.1f} nm/min")
print(f"Clausen value at pi*f: {clausen(np.pi*f):.4f} (no unit)")
print(f"Clausen value at pi-pi*f: {clausen(np.pi*(1-f)):.4f} (no unit)")
print(f"Dishing, asperity part: {asperity_part/nm:.2f} nm")
print(f"Dishing, bulk part: {bulk_part/nm:.2f} nm")
print(f"Dishing, total: {total/nm:.2f} nm")
print(f"Dishing, total: {total/um:.4f} um")
print(f"Dishing from evolved profile: {simulated/nm:.2f} nm")
print(f"Bulk part, pitch and width x10: {wide_bulk/nm:.1f} nm")
print(f"Linear-pad stiffness, same step: {linear_k*nm/1e3:.4f} kPa/nm")
print(f"Relaxation time: {lam/R:.0f} s")
print(f"Polishing time considered: {polish_time:.0f} s")
print(f"Asperity dishing then, flat start: {after_polish[0][0]/nm:.1f} nm")
print(f"Oxide loss then, flat start: {after_polish[0][1]/nm:.1f} nm")
print(f"Over-dished start: {dished_start/nm:.0f} nm")
print(f"Asperity dishing then, that start: {after_polish[1][0]/nm:.1f} nm")
print(f"Oxide loss then, that start: {after_polish[1][1]/nm:.1f} nm")
print(f"Time to 95% of asperity part, flat start: {time95:.0f} s")
print(f"Oxide loss to 95%, flat start: {loss95/nm:.0f} nm")
print(f"Static copper etch considered: {etch*per_min:.1f} nm/min")
print(f"Added dishing from that etch: {etch_shift/nm:.2f} nm")
print(f"Added asperity dishing, S up 10%: {ratio_shift/nm:.2f} nm")
print(f"Bulk part, pad modulus halved by heat: {soft_bulk/nm:.2f} nm")
print(f"Pad thickness: {pad_thickness*1e3:.1f} mm")
print(f"2 pi thickness/pitch: {qH:.1f} (no unit)")
print(f"Asperity tip radius: {tip_radius/um:.0f} um")
print(f"Edge zone closed to a tip: {edge_zone/um:.2f} um")
print(f"Two edge zones / line width: {2*edge_zone/width:.3f} (no unit)")
print("verified")
```

It prints:

```
Mean pressure: 14.0 kPa
Sliding speed: 1.0 m/s
Preston coefficient, copper: 8.0e-14 1/Pa
Preston coefficient, oxide: 4.0e-14 1/Pa
Preston ratio S: 2.00 (no unit)
Line width: 70 um
Pitch: 100 um
Metal density: 0.70 (no unit)
Asperity decay length: 100 nm
Pad Young modulus: 200 MPa
Pad Poisson ratio: 0.30 (no unit)
Pad plane-strain modulus: 219.8 MPa
Copper rate at mean pressure: 67.2 nm/min
Oxide rate at mean pressure: 33.6 nm/min
Steady pressure on copper: 10.77 kPa
Steady pressure on oxide: 21.54 kPa
Common steady velocity: 51.7 nm/min
Clausen value at pi*f: 0.6176 (no unit)
Clausen value at pi-pi*f: 1.0100 (no unit)
Dishing, asperity part: 69.31 nm
Dishing, bulk part: 1.62 nm
Dishing, total: 70.93 nm
Dishing, total: 0.0709 um
Dishing from evolved profile: 70.93 nm
Bulk part, pitch and width x10: 16.2 nm
Linear-pad stiffness, same step: 0.1554 kPa/nm
Relaxation time: 116 s
Polishing time considered: 60 s
Asperity dishing then, flat start: 27.0 nm
Oxide loss then, flat start: 37.1 nm
Over-dished start: 150 nm
Asperity dishing then, that start: 117.7 nm
Oxide loss then, that start: 69.1 nm
Time to 95% of asperity part, flat start: 353 s
Oxide loss to 95%, flat start: 269 nm
Static copper etch considered: 2.0 nm/min
Added dishing from that etch: 3.86 nm
Added asperity dishing, S up 10%: 9.53 nm
Bulk part, pad modulus halved by heat: 3.23 nm
Pad thickness: 1.3 mm
2 pi thickness/pitch: 81.7 (no unit)
Asperity tip radius: 50 um
Edge zone closed to a tip: 2.63 um
Two edge zones / line width: 0.075 (no unit)
verified
```
